\section*{Zero Matsubara Term of the Lifshitz Pressure Between Drude-Metal Plates}

\section{Problem}

Two thick parallel plates of the same nonmagnetic metal face each other across a vacuum gap \(a\). Everything is in equilibrium at temperature \(T\). Each plate is treated as a half-space with a local Drude permittivity, at imaginary frequency
\begin{equation}
\varepsilon(i\xi)=1+\frac{\omega_p^2}{\xi(\xi+\gamma)},\qquad \gamma>0,\quad \mu=1 .
\label{eps}
\end{equation}
Take as given the Lifshitz free energy per area,
\begin{equation}
F=k_BT\sum_{n=0}^{\infty}{}'\int_0^\infty\frac{k\,dk}{2\pi}
\sum_{\alpha}\ln\!\left(1-r_\alpha^2e^{-2aq}\right),
\label{F}
\end{equation}
where \(\alpha\) is TE or TM, \(\xi_n=2\pi nk_BT/\hbar\), \(q^2=k^2+\xi_n^2/c^2\), and the prime gives the term \(n=0\) half weight. A negative pressure means attraction.

\begin{enumerate}
\item Evaluate the \(n=0\) term of the pressure, and compare it with that of an ideal metal, for which \(r_\alpha^2=1\) at every frequency.
\item How does the TE part behave as \(\xi\to0\), and what changes if \(\gamma=0\) from the start?
\item When is the \(n=0\) term the whole pressure? Evaluate it for gold-like plates at 300 K and \(a=10\,\mu\mathrm{m}\), and judge what the model omits.
\end{enumerate}

\section{Pressure and the half weight}

The half weight can be seen in a single oscillator of frequency \(\omega\), whose free energy is \(k_BT\ln[2\sinh(\hbar\omega/2k_BT)]\). The product \(2\sinh(x/2)=x\prod_{n\ge1}[1+x^2/(2\pi n)^2]\), with \(x=\hbar\omega/k_BT\), turns it into
\begin{equation}
k_BT\left[\ln\frac{\hbar\omega}{k_BT}+\sum_{n\ge1}\ln\!\left(1+\frac{\omega^2}{\xi_n^2}\right)\right].
\end{equation}
Since \(\ln\omega=\tfrac12\ln(\omega^2+\xi_0^2)\), the static term enters with half the weight of the others. For lossy plates, equation (\ref{F}) itself is the starting point.

The pressure is \(P=-\partial F/\partial a\). Differentiating the logarithm gives
\begin{equation}
\frac{\partial}{\partial a}\ln(1-r^2e^{-2aq})
=\frac{2q\,r^2e^{-2aq}}{1-r^2e^{-2aq}}
=\frac{2q}{r^{-2}e^{2aq}-1},
\end{equation}
and therefore
\begin{equation}
P=-\frac{k_BT}{\pi}\sum_{n}{}'\int_0^\infty k\,dk\,q
\sum_\alpha\frac{1}{r_\alpha^{-2}e^{2aq}-1}.
\label{P}
\end{equation}

\section{Reflection amplitudes and their static limits}

Let the gap occupy \(z<0\) and the metal \(z>0\). At imaginary frequency the fields vary as \(e^{\pm qz}\) in the gap and as \(e^{-sz}\) in the metal, with \(s^2=k^2+\varepsilon\xi^2/c^2\).

For TE waves the tangential electric field is \(e^{-qz}+re^{qz}\) outside and \(te^{-sz}\) inside. It is continuous, and so is its normal derivative, because that is proportional to the tangential magnetic field and \(\mu=1\). Thus \(1+r=t\) and \(q(1-r)=st\). For TM waves the tangential magnetic field is continuous, and so is its normal derivative divided by \(\varepsilon\), so the second condition becomes \(q(1-r)=st/\varepsilon\). Eliminating \(t\),
\begin{equation}
r_{\rm TE}=\frac{q-s}{q+s},\qquad
r_{\rm TM}=\frac{\varepsilon q-s}{\varepsilon q+s}.
\label{r}
\end{equation}
All of \(q,s,\varepsilon\) are positive, so \(|r_\alpha|\le1\).

Now let \(\xi\to0\) at fixed \(k>0\). The permittivity diverges as \(\omega_p^2/(\gamma\xi)\), but \(s\) contains the product
\begin{equation}
\varepsilon\xi^2=\xi^2+\frac{\omega_p^2\,\xi}{\xi+\gamma}
\longrightarrow \frac{\omega_p^2}{\gamma}\,\xi\longrightarrow0 .
\end{equation}
Hence \(q\to k\) and \(s\to k\), and
\begin{equation}
r_{\rm TM}\to1,\qquad r_{\rm TE}\to\frac{k-k}{k+k}=0 .
\label{limits}
\end{equation}
A static electric field is screened by the conductor. A static magnetic field passes through a nonmagnetic conductor, because the eddy currents that would oppose it have decayed.

The limit is not uniform in \(k\): at any small \(\xi>0\) there are still smaller wavenumbers, \(k\ll\sqrt{\varepsilon}\,\xi/c\), for which \(r_{\rm TE}\) is still near \(-1\). The order of limit and integral therefore needs a reason. At fixed \(\xi\), \(k\,dk=q\,dq\), so each integral in (\ref{P}) is
\begin{equation}
I_\alpha(\xi)=\int_{\xi/c}^\infty\frac{q^2\,dq}{r_\alpha^{-2}e^{2aq}-1},
\qquad
\frac{q^2}{r_\alpha^{-2}e^{2aq}-1}\le\frac{q^2}{e^{2aq}-1}.
\end{equation}
The bound is integrable and independent of \(\xi\). By dominated convergence the limit may be taken inside the integral, giving \(I_{\rm TE}(0)=0\).

\section{The zero term}

The TM integral follows from a geometric series:
\begin{align}
I_{\rm TM}(0)&=\int_0^\infty\frac{k^2\,dk}{e^{2ak}-1}
=\sum_{m=1}^\infty\int_0^\infty k^2e^{-2amk}\,dk\notag\\
&=\sum_{m=1}^\infty\frac{2}{(2am)^3}=\frac{\zeta(3)}{4a^3}.
\end{align}
The half weight changes the prefactor in (\ref{P}) to \(-k_BT/(2\pi)\), so
\begin{equation}
\boxed{P_0^{\rm Drude}=-\frac{k_BT}{2\pi}\,\frac{\zeta(3)}{4a^3}
=-\frac{k_BT\,\zeta(3)}{8\pi a^3}.}
\label{drude}
\end{equation}
For the ideal metal \(r_{\rm TE}^2=1\) is imposed before the static limit. TE then contributes the same integral as TM, and
\begin{equation}
P_0^{\rm ideal}=-\frac{k_BT\,\zeta(3)}{4\pi a^3}=2P_0^{\rm Drude}.
\label{ideal}
\end{equation}
The factor one half is the loss of one polarization. Neither \(\omega_p\) nor \(\gamma\) appears in (\ref{drude}), and \(\hbar\) is absent, as expected of a classical thermal term.

\section{How the TE part disappears}

Define \(\delta=c/\omega_p\) and \(K^2=\omega_p^2\xi/(\gamma c^2)\). For \(\xi\ll\gamma\) and \(\xi\ll\omega_p^2/\gamma\), \(s^2\simeq k^2+K^2\), and \(\xi/c\) is negligible beside \(K\). Put \(k=K\sinh u\). Then \(s=K\cosh u\) and
\begin{equation}
r_{\rm TE}=\frac{\sinh u-\cosh u}{\sinh u+\cosh u}=-e^{-2u}.
\end{equation}
If also \(Ka\ll1\), the integral comes mainly from \(k\sim K\), where \(e^{2ak}\simeq1\). With \(y=e^{-u}\),
\begin{align}
I_{\rm TE}&\simeq K^3\int_0^\infty\frac{\sinh^2u\,\cosh u}{e^{4u}-1}\,du\notag\\
&=K^3\int_0^1\frac{(1-y^2)^2(1+y^2)}{8y^3}\,
\frac{y^4}{(1-y^2)(1+y^2)}\,\frac{dy}{y}\notag\\
&=\frac{K^3}{8}\int_0^1(1-y^2)\,dy=\frac{K^3}{12}.
\label{rate}
\end{align}
The TE part thus vanishes as \(\xi^{3/2}\). Direct integration with the full permittivity gives 0.990 of this law at \(Ka=10^{-3}\) and 0.9987 at \(Ka=10^{-4}\), for the gold-like parameters below.

The scale is set by \(Ka=1\), that is by
\begin{equation}
\omega_D=\frac{\gamma\delta^2}{a^2},
\end{equation}
the rate at which a magnetic field diffuses over a distance \(a\) in the metal. For the example, \(\omega_D=2.56\times10^8\) rad/s. The ratio of the TE integral to its ideal static value is \(4.3\times10^{-2}\) at \(\xi=\omega_D\), 0.58 at \(10^2\omega_D\) and 0.94 at \(10^4\omega_D\). The first nonzero Matsubara frequency, \(2.47\times10^{14}\) rad/s, is about \(10^6\,\omega_D\). The sum therefore samples the static point, where TE is absent, and next a frequency far above the diffusion scale.

\section{The lossless case}

If \(\gamma=0\) from the start, (\ref{eps}) is the plasma model and \(\varepsilon\xi^2\to\omega_p^2\). Then \(s^2=k^2+\delta^{-2}\) at \(\xi=0\). The substitution \(k\delta=\sinh u\) gives, as before,
\begin{equation}
r_{\rm TE}=-e^{-2u}=-\exp[-2\,\mathrm{arsinh}(k\delta)] .
\end{equation}
Since \(\mathrm{arsinh}\,x=x-x^3/6+\dots\) and the important \(k\) are of order \(1/a\), for \(\delta\ll a\) we have \(r_{\rm TE}^{-2}e^{2ak}\simeq e^{2k(a+2\delta)}\), with a relative error in the integral of order \((\delta/a)^3\). The TE part is that of an ideal metal with gap \(a+2\delta\):
\begin{equation}
P_0^{\rm plasma}\simeq-\frac{k_BT\,\zeta(3)}{8\pi a^3}
\left[1+\left(1+\frac{2\delta}{a}\right)^{-3}\right].
\label{plasma}
\end{equation}
Here a static magnetic field is expelled beyond the depth \(\delta\), and nearly the full ideal attraction returns. This expulsion belongs to the local lossless permittivity, which acts like a London superconductor, and not to the mere absence of collisions. If the same collision-free electrons are given a nonlocal (Boltzmann) response with specular surfaces, the TE integral at \(a=10\,\mu\mathrm{m}\) is about 0.10 of its ideal static value at \(10^6\) rad/s and below \(10^{-6}\) at 1 rad/s, so it again vanishes as \(\xi\to0\).

The limits \(\gamma\to0\) and \(\xi\to0\) do not commute. However small \(\gamma>0\) is, \(\xi\to0\) eventually brings the frequency below \(\omega_D\), and TE vanishes. With the damping of the example reduced by \(10^6\), and \(\xi\) at \(10^{-8}\) of the correspondingly reduced \(\omega_D\), the TE integral is \(2.8\times10^{-13}\) of its ideal static value. Within this local model, the half thus belongs to the dissipative description and not to good conductivity as such. The reduced damping only illustrates the order of limits: it implies a mean free path of about 26 mm, far longer than the gap, and a real metal that clean would need a nonlocal response.

\section{When the zero term is the whole pressure}

For \(n\ge1\), put \(y=2aq\) and \(x_n=2a\xi_n/c\). Because \(|r_\alpha|\le1\), each term is bounded by its ideal value, which for large \(x_n\) is governed by
\begin{equation}
\int_{x_n}^\infty\frac{y^2\,dy}{e^y-1}\simeq\int_{x_n}^\infty y^2e^{-y}\,dy
=e^{-x_n}(x_n^2+2x_n+2).
\end{equation}
In these units the static integral is \(2\zeta(3)\) per polarization, with half weight. The leading correction, relative to the ideal zero term, is then
\begin{equation}
\frac{P_{n\ge1}^{\rm ideal}}{P_0^{\rm ideal}}\simeq
\frac{e^{-x_1}(x_1^2+2x_1+2)}{\zeta(3)},\qquad
x_1=\frac{4\pi k_BT\,a}{\hbar c}.
\label{rest}
\end{equation}
The condition is \(a\gg\hbar c/(4\pi k_BT)\), a length of \(0.607\,\mu\mathrm{m}\) at 300 K.

\subsection{A count of real photons}

The ideal law can be reached without Matsubara frequencies. Between perfect mirrors the modes have \(\omega=c\sqrt{k^2+\kappa_m^2}\), \(\kappa_m=m\pi/a\), with two polarizations for \(m\ge1\). The single \(m=0\) branch does not depend on \(a\) and exerts no pressure. Since \(-\partial\omega/\partial a=c^2\kappa_m^2/(a\omega)\) and \(c^2k\,dk=\omega\,d\omega\), the pressure inside is
\begin{equation}
p_{\rm in}=\frac{\hbar}{\pi a}\sum_{m\ge1}\kappa_m^2
\int_{c\kappa_m}^\infty\left[\frac12+\frac{1}{e^{\hbar\omega/k_BT}-1}\right]d\omega .
\end{equation}
The pressure outside is the same expression with the sum over \(m\) replaced by an integral.

For the zero-point part, cut off the frequency integral smoothly, so that it equals \(\Omega-c\kappa_m\) at small \(m\). The summand is \(g(m)=\tfrac12\kappa_m^2(\Omega-c\kappa_m)\), with \(g(0)=g'(0)=0\) and \(g'''(0)=-3\pi^3c/a^3\). The Euler--Maclaurin difference between sum and integral is \(g'''(0)/720\) once the cutoff is removed, giving \(-\pi^2\hbar c/(240a^4)\). The thermal frequency integral is \(-(k_BT/\hbar)\ln(1-e^{-\hbar c\kappa_m/k_BT})\). Outside, expanding this logarithm and integrating over \(\kappa\) gives \(2\zeta(4)(k_BT)^4/[\pi^2(\hbar c)^3]\), the blackbody pressure. Altogether
\begin{equation}
P=-\frac{\pi^2\hbar c}{240a^4}
-\frac{k_BT}{\pi a}\sum_{m\ge1}\kappa_m^2\ln\!\left(1-e^{-\hbar c\kappa_m/k_BT}\right)
-\frac{\pi^2(k_BT)^4}{45(\hbar c)^3}.
\end{equation}
At 300 K and gaps of 1, 3 and \(10\,\mu\mathrm{m}\) this agrees with the full ideal-metal sum (\ref{P}) within one part in \(10^7\). At \(10\,\mu\mathrm{m}\) it is 1.00002 times (\ref{ideal}).

\section{Gold-like plates}

Take \(\hbar\omega_p=9.0\) eV and \(\hbar\gamma=0.035\) eV, rough typical values for gold, so that \(\delta=21.9\) nm. At 300 K, \(k_BT=0.02585\) eV. With \(a=10\,\mu\mathrm{m}\) and \(1\ \mathrm{eV}/\mu\mathrm{m}^3=0.1602\) Pa,
\begin{align}
P_0^{\rm ideal}&=-\frac{0.02585\times1.2021}{4\pi\times10^3}\,
\frac{\mathrm{eV}}{\mu\mathrm{m}^3}=-0.396\ \mu\mathrm{Pa},\\
P_0^{\rm Drude}&=-0.198\ \mu\mathrm{Pa}.
\end{align}
Evaluating the static term from (\ref{eps}) and (\ref{r}) at \(\xi=1\) rad/s, without inserting the limits (\ref{limits}), gives the ratio 0.50000000. In the plasma model \(2\delta/a=0.00439\), the TE factor in (\ref{plasma}) is 0.98696, and the ratio is \((1+0.98696)/2=0.99348\).

Here \(x_1=16.46\), and (\ref{rest}) gives \(1.80\times10^{-5}\). The Drude terms with \(n\ge1\) add \(1.66\times10^{-5}\) on the same scale, below the ideal bound. The full sums at a fixed 300 K, divided by the ideal high-temperature law at the same gap, are:

\begin{center}
\begin{tabular}{cccc}
\(a\) (\(\mu\)m) & Drude & plasma & ideal\\
1 & 2.482 & 2.939 & 3.287\\
3 & 0.704 & 1.184 & 1.222\\
5 & 0.518 & 1.005 & 1.019\\
7 & 0.501 & 0.992 & 1.001\\
10 & 0.500 & 0.993 & 1.000
\end{tabular}
\end{center}

At \(1\,\mu\mathrm{m}\) the terms with \(n\ge1\) dominate, and the half law does not describe the total. At \(5\,\mu\mathrm{m}\) the Drude pressure is still 3.5\% above its own asymptote. The plasma column dips and rises again because two trends compete: the terms with \(n\ge1\) die out exponentially, while the static ratio in (\ref{plasma}) climbs slowly towards one. At \(1\,\mu\mathrm{m}\), 96\% of the difference between the plasma and Drude pressures comes from \(n=0\).

\subsection{What the model omits}

\emph{Screening length.} Static charge in a metal occupies a layer of Thomas--Fermi length \(\lambda\). Inside, the potential decays with \(\kappa=\sqrt{k^2+\lambda^{-2}}\). Continuity of the potential \(e^{-kz}-re^{kz}\) and its slope gives \(r=(\kappa-k)/(\kappa+k)\), of the same form as the plasma TE amplitude, so the TM term acquires the factor \((1+2\lambda/a)^{-3}\). The free-electron estimate \(\lambda=0.059\) nm changes it by \(-3.5\times10^{-5}\) of itself. This sharp-edge model fixes only the order of size: at a real surface the electrons spill out, and the induced charge can be centred outside the edge, which would reverse the sign.

\emph{Magnetism.} With static permeability \(\mu=1+\chi\), matching gives \(r_{\rm TE}=(\mu-1)/(\mu+1)\). For a rough gold value \(\chi=-3\times10^{-5}\), the TE part is \(1.9\times10^{-10}\) of the TM part. In a ferromagnet it need not be small, and the half law can fail.

\emph{Local response and bound electrons.} The estimated mean free path, 26 nm, is \(2.6\times10^{-3}\) of the gap, so the static magnetic field, which varies over the gap width inside the metal too, changes little along it. For \(n\ge1\) the fields decay in the metal within about 24 nm. The length that measures nonlocality at imaginary frequency is not the mean free path but \(v_F/(\xi_n+\gamma)\), with \(v_F\) the Fermi velocity. It is at most about 4.6 nm here, so local response remains a reasonable approximation, and at this gap those terms are negligible anyway. At \(1\,\mu\mathrm{m}\), a nonlocal free-electron response with specular surfaces lowers the Drude pressure by about \(4\times10^{-4}\) of itself, from 2.482 to 2.481 in the table's units. Adding 6 to \(\varepsilon\) for bound electrons, a rough value, raises the Drude pressure at \(1\,\mu\mathrm{m}\) by \(5\times10^{-4}\) of itself. It leaves the static limits (\ref{limits}) unchanged.

\emph{Finite thickness.} Summing the internal reflections in a free-standing plate of thickness \(d\) gives
\begin{equation}
r_d=r-\frac{r(1-r^2)E}{1-r^2E}=\frac{r(1-E)}{1-r^2E},\qquad E=e^{-2sd}.
\end{equation}
In the static limit \(r=1\) yields \(r_d=1\), and \(r=0\) yields \(r_d=0\), so the zero term is unaffected. For \(n=1\) and \(d=1\,\mu\mathrm{m}\), \(E\) is at most about \(10^{-36}\).

\subsection{Beside real plates}

The chosen parameters imply a resistivity \(\gamma/(\varepsilon_0\omega_p^2)=3.2\ \mu\Omega\,\mathrm{cm}\), somewhat above the roughly \(2\ \mu\Omega\,\mathrm{cm}\) of good bulk gold at room temperature. This does not move (\ref{drude}), which is independent of \(\gamma\). Real plates can also seriously break the assumption of equal surface potentials. A uniform voltage \(V\) adds an attraction \(\varepsilon_0V^2/(2a^2)\), equal to the Drude pressure at
\begin{equation}
V=\sqrt{\frac{2a^2|P_0^{\rm Drude}|}{\varepsilon_0}}=2.1\ \mathrm{mV}.
\end{equation}
Contact-potential differences of tens of millivolts are a rough but realistic size. An uncompensated 20 mV would add about 90 times the Drude pressure. An applied voltage can cancel a uniform difference, but not the variation from patch to patch. Distinguishing 0.198 from \(0.396\,\mu\mathrm{Pa}\) at this gap thus requires control of potentials at the millivolt level or better. The calculation establishes what the Drude and plasma models predict; it does not decide which of them describes the static magnetic response of real gold in this setting. Further digits are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K;  main gap: 10 um
plasma energy: 9.0 eV;  relaxation: 0.035 eV
implied resistivity: 3.21 uOhm cm
penetration length c/wp: 21.93 nm
kB T: 0.02585 eV;  zeta(3): 1.202057
length hbar c/(4 pi kB T): 0.6074 um
first Matsubara frequency: 2.4678e+14 rad/s
magnetic diffusion frequency at main gap: 2.5562e+08 rad/s
ideal-metal high-T pressure: -0.39620 uPa
Drude zero term, closed form: -0.19810 uPa
Drude zero term, from permittivity: -0.19810 uPa
same from free-energy derivative: -0.19810 uPa
Drude zero term / ideal: 0.50000000
plasma zero term / ideal: 0.993480
plasma TE / ideal TE: 0.986959; law 0.986959
TE integral / (K^3/12) at K a = 1e-03: 0.99004
TE integral / (K^3/12) at K a = 1e-04: 0.99866
TE / ideal TE, damping x 1e-6, xi -> 0: 2.77e-13
xi / diffusion frequency, TE integral / ideal static TE:
  1e-04  2.5921e-07
  1e-02  1.8730e-04
  1e+00  4.2871e-02
  1e+02  5.8005e-01
  1e+04  9.3542e-01
x1 = 2 a xi1/c at main gap: 16.4633
n>=1 / ideal zero term: ideal 1.8023e-05, law 1.8023e-05
n>=1 / ideal zero term: Drude 1.6639e-05, plasma 1.6763e-05
gap (um), full pressure / ideal high-T law: Drude, plasma, ideal
   1  2.48162  2.93942  3.28660
   2  1.11984  1.59335  1.68177
   3  0.70391  1.18418  1.22191
   5  0.51762  1.00483  1.01911
   7  0.50120  0.99193  1.00130
  10  0.50002  0.99350  1.00002
share of n=0 in plasma-Drude difference at 1 um: 0.9603
relative mesh and cutoff shift at 1 um: 0.0e+00
Thomas-Fermi length (free electrons): 0.0588 nm
relative change of TM zero term by screening: -3.53e-05
mean free path: 26.2 nm; / gap: 2.6e-03
rough magnetic susceptibility: -3e-05
static TE from diamagnetism / TM zero term: 1.9e-10
bound-electron permittivity 6: shift at 1 um 5.3e-04
plate 1 um thick: leak exp(-2 s d), n=1: 1.1e-36
voltage with equal electrostatic pressure: 2.115 mV
\end{verbatim}
